# The two-neighbour fast-marching update for film arrival time, part 2

A film grown by atomic layer deposition advances along its own normal into open space. The problem is to find its arrival time $T(x,y)$ at a node of a square grid from the times of the neighbouring nodes. The treatment is two-dimensional. Time is counted in cycles and length in nanometres. The growth per cycle $F$, in nm per cycle, is positive and the same in all directions. The arrival time obeys

$$
F\,|\nabla T|=1,
\qquad
\left(\frac{\partial T}{\partial x}\right)^2+\left(\frac{\partial T}{\partial y}\right)^2=\frac1{F^2}.
$$

Where parts of the film collide, the first arrival counts.

The grid spacing is $h$, and the time needed to cross one cell along a grid line is $s=h/F$. The smaller of the times of the left and right neighbours is $a$, and the smaller of those of the lower and upper neighbours is $b$. A neighbour whose time is not yet known counts as infinitely late. With differences taken towards the side from which the surface came, the node's time $T$ is the single solution of

$$
G(T)\equiv\max(T-a,0)^2+\max(T-b,0)^2=s^2 .
$$

If $T$ is later than both neighbours, this becomes the quadratic

$$
(T-a)^2+(T-b)^2=s^2 ,
$$

with the roots

$$
T_\pm=\frac{a+b\pm\sqrt{2s^2-(a-b)^2}}{2}.
$$

The lower root $T_-$ is never later than both neighbours, so only $T_+$ remains as a candidate. Name the neighbours so that $a\le b$, and let $d=b-a$. The later neighbour takes part when, and only when, $d<s$. Otherwise the earlier neighbour alone gives $T=a+s$. For either order of $a$ and $b$, the complete update is

$$
T=
\begin{cases}
\dfrac{a+b+\sqrt{2s^2-(a-b)^2}}{2}, & |a-b|<s,\\[2ex]
\min(a,b)+s, & |a-b|\ge s .
\end{cases}
$$

The same condition follows from the root itself. With $a=b-d$,

$$
T_+-b=\frac{\sqrt{2s^2-d^2}-d}{2}.
$$

This is positive if $2s^2-d^2>d^2$, that is, if $d<s$. The physical reading is direct. From the earlier neighbour alone, the surface reaches the node at $a+s$. If the later neighbour has not been reached by then, it cannot have passed the surface on.

The condition is stricter than the requirement that the square root be real, which demands $d\le\sqrt2\,s$. In the window $s<d\le\sqrt2\,s$ the quadratic has a real root that does not solve $G(T)=s^2$. It makes the node earlier than the neighbour from which it was supposedly reached. Such a root describes a flat surface that passes the first neighbour, then the node, and then the second neighbour. That is a possible motion, but in it the second neighbour lies downstream, and its time is a consequence of the node's time, not a cause.

The size of the resulting fault can be stated. Write $q=\sqrt{2s^2-d^2}$, so that $d^2+q^2=2s^2$ and $T_+=a+(d+q)/2$. Because $(d-q)^2\ge0$,

$$
(d+q)^2\le2(d^2+q^2)=4s^2,
$$

and therefore $T_+\le a+s$, with equality for $d=q=s$. The false value is too early throughout the window. At fixed $a$ its slope is

$$
\frac{dT_+}{db}=\frac12\left(1-\frac dq\right),
$$

which is negative for $d>s$, since then $d>q$. Delaying the neighbour would make the node earlier, which is absurd for a growing film. The fault is largest at the end of the window, $d=\sqrt2\,s$, where $T_+=a+s/\sqrt2$ and the node is early by

$$
s\left(1-\frac1{\sqrt2}\right)\approx0.293\,s .
$$

Take a growth of 0.10 nm per cycle and a spacing of 1.0 nm. Then $s=1.0/0.10=10$ cycles, the switch lies at a difference of 10 cycles, and the root becomes complex beyond 14.142 cycles. Let the earlier neighbour have $a=100$ cycles. For $b=104$ cycles the difference is 4 cycles, and

$$
T=\frac{204+\sqrt{200-16}}2=\frac{204+13.565}{2}=108.782\ \text{cycles},
$$

later than both neighbours, as it must be. For $b=112$ cycles the difference is 12 cycles. The square root is still real, and the quadratic gives

$$
T_+=\frac{212+\sqrt{200-144}}2=\frac{212+7.483}{2}=109.742\ \text{cycles}.
$$

This precedes the neighbour at 112 cycles and must be rejected; the update returns $100+10=110$ cycles. For $b=116$ cycles the radicand is $200-256=-56$ cycles squared, and the update again returns 110 cycles. The false root in the second case is early by only 0.258 cycles. The largest possible fault at this spacing is 2.929 cycles.

The switch causes no jump. At $d=s$ the quadratic gives $T=a+(s+s)/2=a+s$, the one-neighbour value. The slopes match too. Differentiate $(T-a)^2+(T-b)^2=s^2$ with respect to $a$ at fixed $b$ and $s$:

$$
2(T-a)\left(\frac{\partial T}{\partial a}-1\right)+2(T-b)\frac{\partial T}{\partial a}=0 .
$$

Solving for the derivative, and repeating the calculation for $b$,

$$
\frac{\partial T}{\partial a}=\frac{T-a}{(T-a)+(T-b)},
\qquad
\frac{\partial T}{\partial b}=\frac{T-b}{(T-a)+(T-b)} .
$$

Both are non-negative and they add up to one. They are the weights with which small errors of the neighbours are passed on. In the first numerical case they are $8.782/13.565=0.647$ and $4.782/13.565=0.353$. As $d$ approaches $s$, $T$ approaches $b$, so the weight of the later neighbour fades to zero, the value it has on the other side of the switch. A rounding error that sends a borderline case to the wrong branch is therefore harmless.

The update also reveals the direction of growth. Let the surface normal make an angle $\varphi$ with the horizontal grid line, between 0 and 90 degrees. For a flat surface, moving back from the node by $h$ along the horizontal line shortens the path along the normal by $h\cos\varphi$, and moving back along the vertical line shortens it by $h\sin\varphi$. Dividing by $F$,

$$
T-a=s\cos\varphi,\qquad T-b=s\sin\varphi .
$$

The squares add up to $s^2$ and both differences are positive, so the true arrival time of the flat surface solves the two-neighbour equation. Flat fronts are reproduced without error, whatever their direction, provided that the neighbours' times are correct. In the first numerical case $\cos\varphi=0.8782$, and the normal is inclined by 28.6 degrees to the horizontal.

## Part II. Paths, marching and a trench

The symbols carried over are the growth per cycle $F$, the grid spacing $h$, the one-cell time $s=h/F$, and the earliest times $a$ and $b$ among a node's horizontal and vertical neighbours. The arrival time at the node solves $\max(T-a,0)^2+\max(T-b,0)^2=s^2$. For $|a-b|<s$ the solution is $T=[a+b+\sqrt{2s^2-(a-b)^2}]/2$, and otherwise it is $T=\min(a,b)+s$. In the first case $T$ is later than both neighbours.

The update can be reached by a second road that uses no differences. Suppose that the film surface reaches the node along a straight path which starts on the segment joining the two neighbours. Let the starting point divide the segment so that the horizontal neighbour has weight $\theta$ and the vertical one $1-\theta$, with $0\le\theta\le1$. Seen from the node, the point lies at a horizontal distance $\theta h$ and a vertical distance $(1-\theta)h$. If the arrival time varies linearly along the segment, the surface reaches the node by this path at

$$
g(\theta)=\theta a+(1-\theta)b+sR,
\qquad
R=\sqrt{\theta^2+(1-\theta)^2}.
$$

The first arrival counts, so $T$ is the minimum of $g$. Again let $a\le b$ and $d=b-a$. Since $R^2=2\theta^2-2\theta+1$, the derivative of $R$ is $(2\theta-1)/R$, and

$$
g'(\theta)=-d+s\,\frac{2\theta-1}{R},
\qquad
g''(\theta)=s\,\frac{2R^2-(2\theta-1)^2}{R^3}=\frac{s}{R^3}.
$$

In the last step, $2R^2=4\theta^2-4\theta+2$ exceeds $(2\theta-1)^2=4\theta^2-4\theta+1$ by one. The second derivative is positive, so $g$ has a single minimum. At $\theta=0$ the slope is $-d-s$, which is negative. At $\theta=1$, the earlier neighbour, it is $s-d$. If $d<s$, the slope changes sign in between and the best path starts inside the segment. If $d\ge s$, $g$ falls all the way to $\theta=1$; the best path starts at the earlier neighbour and gives $T=a+s$. The switch is the point at which the starting point of the fastest path reaches the end of the segment.

For an interior minimum, $d=s(2\theta-1)/R$. Inserting this into $T-a=(1-\theta)d+sR$ gives

$$
T-a=\frac sR\left[(1-\theta)(2\theta-1)+2\theta^2-2\theta+1\right]=\frac{s\theta}{R},
$$

because the product equals $-2\theta^2+3\theta-1$. Subtracting $d$,

$$
T-b=\frac{s\theta}{R}-\frac{s(2\theta-1)}R=\frac{s(1-\theta)}R .
$$

The squares of the two differences add up to $s^2$, which is the quadratic equation of the first part. The two roads agree for every $a$, $b$ and $s$.

Fast marching applies the update to the nodes in the order in which the film reaches them. The nodes on the starting surface are accepted with their known times. Each open node next to an accepted one receives a trial time, computed from accepted neighbours alone. The smallest trial time is then accepted, the trial times of the neighbours of that node are recomputed, and the process repeats until no open node is left.

This single pass works because of the switch condition. Let the node just accepted have time $p$, the smallest trial time. When a neighbouring node is recomputed with $p$ included, either $p$ takes part and the result is later than $p$, or $p$ does not take part and the old trial time, which was not earlier than $p$, stands. No trial time earlier than $p$ can appear, so the accepted times never decrease. Nor does a later acceptance spoil an earlier one: if a neighbour is accepted afterwards with a time not earlier than $p$, its term $\max(p-b,0)^2$ in the equation for the first node is zero. The accepted value still solves its equation.

The same ordering has a consequence for the switch itself. Once a neighbour with time $a$ is accepted, the node's trial time is at most $a+s$, because a second neighbour can only bring the arrival forward. Any other neighbour accepted before the node has a time $b$ no later than that trial time. Hence $b\le a+s$. If all starting times are equal and only accepted neighbours are used, a difference larger than $s$ does not occur, and a code that tests merely for a real root gives the same result. The explicit condition can be needed when prescribed starting times differ by more than $s$, and it is a safeguard in sweeping methods that update from provisional values, where no order of acceptance limits the difference. It changes the value of any update that meets a difference between $s$ and $\sqrt2\,s$; whether a sweep meets such a difference depends on the geometry and the starting data.

Consider a trench 40 nm wide and 200 nm deep, filled at 0.10 nm per cycle with 8 s per cycle. The film starts at time zero on the top surface, the side walls and the bottom. The two side films meet in the middle after each has grown 20 nm, so the seam closes at mid-depth after $20/0.10=200$ cycles, or 26.7 min. The march gives 200.00 cycles there. With $h=1.0$ nm, a node on the seam has left and right neighbours at 190 cycles, of which one is used, and vertical neighbours at 200 cycles. The difference is $s$, and the result is $190+10$ cycles.

For this uniform growth the exact arrival time is the distance to the nearest point of the starting surface, divided by $F$. Marches with spacings of 2.0, 1.0 and 0.5 nm were compared with it at every node. No update met a difference larger than $s$, in agreement with the argument above. The two kinds of corner cause errors of opposite sign.

Along the diagonals that rise from the bottom corners, where the wall and bottom films meet, the computed times are too early, by at most 6.754, 3.377 and 1.689 cycles on the three grids. The first node off such a corner shows why. Both its neighbours lie on the starting surface, so for $s=10$ cycles the update gives $10/\sqrt2=7.07$ cycles, whereas the film from either wall needs 10 cycles. The update takes two films that meet at a right angle for one flat film inclined at 45 degrees. As long as the other walls are far away, the corner problem contains no length but $h$, so the error a given number of cells from the corner is a fixed multiple of $s$. It is $0.293\,s$ at the first node, rises within a few cells to $0.338\,s$, and then stays level along the diagonal. The largest error is therefore $0.338\,s$ on each grid.

Above the trench mouth the times are too late. The film grows there as circular arcs around the two upper edges of the trench, and a straight difference misjudges a curved front. The size of the effect follows from the next term of the difference. Looking back from the node, $(T-a)/h$ equals $T_x-\tfrac h2T_{xx}$ to this order, where subscripts denote derivatives and the axes point away from the edge. Let the computed time be $T+e$, with $T$ the exact time and $e$ a small error. The scheme then requires

$$
\left(T_x-\tfrac h2T_{xx}+e_x\right)^2+\left(T_y-\tfrac h2T_{yy}+e_y\right)^2=\frac1{F^2}.
$$

Since $T_x^2+T_y^2=1/F^2$, the terms of first order leave

$$
T_xe_x+T_ye_y=\frac h2\left(T_xT_{xx}+T_yT_{yy}\right).
$$

For arcs of radius $\rho$ around the edge, $T=\rho/F$. With $x=\rho\cos\varphi$ and $y=\rho\sin\varphi$, the derivatives are $T_x=\cos\varphi/F$, $T_{xx}=\sin^2\varphi/(F\rho)$, $T_y=\sin\varphi/F$ and $T_{yy}=\cos^2\varphi/(F\rho)$. The left side is $(1/F)\,\partial e/\partial\rho$, so

$$
\frac{\partial e}{\partial\rho}=\frac s2\,\frac{\sin\varphi\cos\varphi\,(\sin\varphi+\cos\varphi)}{\rho}.
$$

The error is positive, and it grows as the logarithm of the distance from the edge. The expansion fails within the first few cells, so the integration starts at a radius of the order of $h$. At a fixed point the error thus behaves as $h\ln(\rho/h)$ and falls by somewhat less than half when $h$ is halved.

The point 10 nm above the centre of the mouth lies $\sqrt{20^2+10^2}=22.36$ nm from either edge, so its exact time is 223.6 cycles. The three grids give 235.7, 231.1 and 228.1 cycles. In units of their own $s$ (20, 10 and 5 cycles) the errors are 0.60, 0.75 and 0.91, rising by about 0.15 and 0.16 for each halving. The leading formula, with $\cos\varphi=0.894$ and $\sin\varphi=0.447$, predicts a rise of $0.268\ln2=0.19$. The measured rises are smaller but of the right size; the terms left out of the expansion have not been worked out. At $h=1.0$ nm the error is 3.4 per cent of the exact time, equivalent to 0.75 nm of film. The largest late error anywhere on that grid is 10.2 cycles.

The switch comes into action if growth on the bottom starts late by more than $s$, as can happen when the bottom is a different material. Let the bottom nodes be frozen at 13 cycles and the walls at zero, with $s=10$ cycles. The first open node in a bottom corner then has $a=0$ and $b=13$ cycles. A test for a real root alone lets the quadratic through:

$$
T_+=\frac{13+\sqrt{200-169}}2=\frac{13+5.568}{2}=9.284\ \text{cycles}.
$$

The correct update gives 10 cycles. This is also the true first arrival, since the wall film needs 10 cycles and the bottom film $13+10=23$ cycles. Two updates in the whole march met a difference above $s$, and there are two such corners. The frozen data are themselves not quite physical: the wall film covers the bottom node beside it after 10 cycles, before its own growth begins at 13. Entering the starting times as trial values, which an earlier arrival may replace, removes this conflict.

The parameters are roughly those of aluminium oxide grown from trimethylaluminium and water near 500 K. The closing time is inversely proportional to the growth per cycle, so a value 10 per cent lower would raise it from 200 to 222 cycles. The assumption most at risk is that $F$ stays constant down the trench, since the precursor has to reach the bottom through a narrowing gap. To estimate this, let $w$ be the gap, $L$ the depth, $r=L/w$, $n$ the density of precursor molecules at the mouth, $v$ their mean speed, and $K$ the number bound per area in one cycle. Molecules enter at the rate $nv/4$ per area. They collide mainly with the walls, with a mean path of about $2w$, hence a diffusivity of about $2wv/3$. Diffusion to a depth $\ell$ carries $2wvn/(3\ell)$, a fraction $8w/(3\ell)$ of the entering flux. Adding the resistance of the mouth in series gives the transmitted fraction $W=1/(1+3\ell/8w)$. If the walls are coated from the top down and the bottom last, the required product of density and time is

$$
nt=\frac{4K}{v}\left[\int_0^r2\left(1+\frac{3\rho}8\right)d\rho+1+\frac{3r}8\right]
=\frac{4K}v\left(1+\frac{19r}8+\frac{3r^2}8\right),
$$

where $\rho$ now stands for $\ell/w$. With $K=3.54$ molecules per nm² and $v=383$ m/s, the open trench needs $4.3\times10^{-5}$ Torr s. A pulse of 0.1 s at 0.1 Torr supplies 0.010 Torr s, over two hundred times as much. The surplus is used up when the gap has shrunk to about 1.7 nm, some 9 cycles before closure. Solving the free-molecular transport between diffusely re-emitting walls, instead of using the simple $W$, changes the required dose by a factor of 1.02 in the open trench and 0.60 in the narrow gap. As the dose varies nearly as $1/w^2$ there, the limiting gap falls to roughly 1.3 nm.

Within this estimate, constant growth holds for about the first 190 of the 200 cycles. After that the deep part of the seam grows more slowly and may stay open, so 200 cycles is a lower estimate for its closure. The estimate assumes that a molecule binds at its first contact with a bare site, and it does not cover the water pulse. It also treats the molecules as points, although their own size, roughly half a nanometre, is no longer small against a gap of one or two nanometres; the limiting gap is therefore known only as an order of magnitude. The large surplus in the open trench rests on the assumption of binding at first contact. At the mouth the pulse brings about 5200 impacts for each molecule to be bound. If only one impact in a thousand on a bare site led to binding, a fraction of about $e^{-5.2}$, or half a per cent, of the sites would stay bare even there, and still less reactive molecules would need a longer pulse. Reported binding probabilities are of this order for trimethylaluminium and roughly ten times smaller for water, so binding at first contact is not the regime of the real process. At one impact in ten thousand, the same number of impacts covers only $1-e^{-0.52}$, about 40 per cent, of the sites. The figure of 190 cycles is therefore optimistic for this pulse. The numerical output lists the values used here.

## Computed values

```
growth per cycle F = 0.10 nm/cycle; cycle = 8 s
trench width = 40 nm, depth = 200 nm, spacing h = 1.0 nm
one-cell time s = 10.00 cycles; sqrt(2) s = 14.142 cycles
Single updates, times in cycles:
 a=100 b=104 discriminant=184 cycles^2 root=108.782 accepted T=108.782
 a=100 b=112 discriminant=56 cycles^2 root=109.742 accepted T=110.000
 a=100 b=116 discriminant=-56 cycles^2 root=complex accepted T=110.000
first update: weight of a = 0.6474, weight of b = 0.3526
first update: front normal angle = 28.57 deg
slope dT/db at b-a = 0.999 s: 0.00100
largest early error of non-causal root = 2.929 cycles
March in trench, errors against exact distance, in cycles:
 h=2.0 nm nodes=2310 latest=+16.422 earliest=-6.754 T(0,+10 nm)=235.651
 h=1.0 nm nodes=9420 latest=+10.248 earliest=-3.377 T(0,+10 nm)=231.105
 h=0.5 nm nodes=38040 latest=+6.212 earliest=-1.689 T(0,+10 nm)=228.145
exact T(0,+10 nm) = 223.607 cycles
seam closes at mid-depth: 200.00 cycles = 26.67 min
updates with |a-b| > s, equal start times: 0
bottom start delay = 13 cycles; updates with |a-b| > s: 2
corner node: causal rule 10.000, real-root rule 9.284, exact 10.000 cycles
Neglected precursor starvation (rough):
 temperature = 500 K, mean molecular speed = 383 m/s
 film density = 3.0 g/cm3, molecules bound per cycle = 3.54 per nm2
 pressure = 0.1 Torr, pulse = 0.1 s, supplied dose = 0.010 Torr s
 dose needed in open trench = 4.26e-05 Torr s
 gap where dose just suffices = 1.74 nm (depth/gap = 115)
 cycles left to closure at that gap = 8.7
 integral-equation dose / estimate: open 1.018, narrow 0.597
```
